# Counting statistics and disorder operators from the determinant Green function, part 1

(Sections cited here and not found follow in the second part.)

## I. The generating function from a many-body trace

### Definitions and conventions

Let $c_i^\dagger$ create a fermion in mode $i$, with $\{c_i,c_j^\dagger\}=\delta_{ij}$ and all other anticommutators zero. A mode is a site together with a spin direction. The number of modes is finite. A subsystem $A$ is a set of $m$ modes, and its charge, in units of the charge of one particle, is

$$ N_A=\sum_{i\in A} n_i , \qquad n_i=c_i^\dagger c_i . $$

For a lattice region of spinful electrons, $A$ contains both spin modes of each site, so $m$ is twice the number of sites. Throughout, $z=e^{i\theta}$, and $P_A$ is the diagonal matrix with entries 1 on the modes of $A$ and 0 elsewhere.

Determinant quantum Monte Carlo replaces an interacting density operator by a sum over auxiliary fields $s$. In each term the particles do not interact with each other, but they move in a potential that depends on imaginary time. Take the Hubbard Hamiltonian $H=K+V$, where $K$ contains the hopping $-t$ and the chemical potential term $-\mu N$, and $V=U\sum_r n_{r\uparrow}n_{r\downarrow}$ with $U>0$. The inverse temperature $\beta$ is divided into $L$ slices of length $\Delta\tau=\beta/L$, and $e^{-\beta H}$ is approximated by $T^L$ with

$$ T=e^{-\Delta\tau K/2}\,e^{-\Delta\tau V}\,e^{-\Delta\tau K/2}. $$

On each site and slice the interaction is decoupled by an Ising field $s=\pm1$:

$$ e^{-\Delta\tau U n_\uparrow n_\downarrow} =\tfrac12 e^{-\Delta\tau U(n_\uparrow+n_\downarrow)/2} \sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)}, \qquad \cosh\lambda=e^{\Delta\tau U/2}. $$

All operators here are diagonal, so it suffices to check the occupations. For an empty site both sides are 1. For one particle the right side is $e^{-\Delta\tau U/2}\cosh\lambda=1$, as required. For two particles it is $e^{-\Delta\tau U}$, also as required.

The result is $T^L=C\sum_s R_s$, where $C$ is a constant and each $R_s$ is a product of exponentials of one-body operators. For one configuration define

$$ w_s=\mathrm{Tr}\,R_s,\qquad \langle O\rangle_s=\frac{\mathrm{Tr}(O R_s)}{\mathrm{Tr}\,R_s}, \qquad G_{ij}=\langle c_i c_j^\dagger\rangle_s , $$

assuming $w_s\ne0$. The matrix $F=1-G$ then has entries $F_{ij}=\langle c_j^\dagger c_i\rangle_s$, with the index order reversed on the right. Subscripts $A$ on $G$ and $F$ denote their blocks on the modes of $A$. If a decoupling produces scalar factors that depend on the field, they multiply $w_s$ and cancel from $\langle O\rangle_s$.

The statement to be derived is

$$ \chi_s(\theta)\equiv\langle e^{i\theta N_A}\rangle_s =\det\!\left[1+(e^{i\theta}-1)(1-G_A)\right]. \tag{1} $$

It concerns an equal-time measurement in one configuration. The physical generating function is the weighted average

$$ \chi(\theta)=\frac{\sum_s w_s\chi_s(\theta)}{\sum_s w_s}. \tag{2} $$

This follows by inserting the sum over fields into the numerator and denominator of $\mathrm{Tr}(e^{i\theta N_A}T^L)/\mathrm{Tr}\,T^L$. It holds for the density operator $T^L$; the difference between $T^L$ and $e^{-\beta H}$ is a separate error.

### Products of one-body exponentials

Consider $\Gamma(\tau)=\exp(\tau\sum_{kl}c_k^\dagger h_{kl}c_l)$ with any complex matrix $h$. The commutator of the exponent's operator with a creation operator is

$$ \Big[\sum_{kl}c_k^\dagger h_{kl}c_l,\,c_j^\dagger\Big] =\sum_k c_k^\dagger h_{kj}, $$

because $c_lc_j^\dagger=\delta_{lj}-c_j^\dagger c_l$, and moving $c_j^\dagger$ past $c_k^\dagger$ supplies a second minus sign. Let $C_j(\tau)=\Gamma(\tau)c_j^\dagger\Gamma(\tau)^{-1}$. Differentiation gives $dC_j/d\tau=\sum_k C_k h_{kj}$, whose solution with $C_j(0)=c_j^\dagger$ is

$$ \Gamma(\tau)\,c_j^\dagger=\sum_i c_i^\dagger\,(e^{\tau h})_{ij}\,\Gamma(\tau). $$

If $\Gamma_1$ acts first and $\Gamma_2$ second, with one-body matrices $M_1$ and $M_2$, then

$$ \Gamma_2\Gamma_1c_j^\dagger =\sum_{ki}c_k^\dagger(M_2)_{ki}(M_1)_{ij}\,\Gamma_2\Gamma_1 . $$

The matrices therefore multiply in the same order as the operators. For the product $R_s$, with total one-body matrix $B$,

$$ R_s c_j^\dagger=\sum_i c_i^\dagger B_{ij}R_s,\qquad R_s|0\rangle=|0\rangle . \tag{3} $$

The second relation holds because each exponent annihilates the vacuum.

### The trace as a determinant

Let $J=\{j_1<\dots<j_N\}$ be a set of occupied modes and $|J\rangle=c_{j_1}^\dagger\cdots c_{j_N}^\dagger|0\rangle$. Repeated use of (3) gives

$$ R_s|J\rangle=\sum_{i_1\ldots i_N} B_{i_1j_1}\cdots B_{i_Nj_N}\,c_{i_1}^\dagger\cdots c_{i_N}^\dagger|0\rangle . $$

The component along $|J\rangle$ comes from those terms in which $(i_1,\ldots,i_N)$ is a permutation of $(j_1,\ldots,j_N)$. Restoring the original order produces the sign of the permutation. Hence

$$ \langle J|R_s|J\rangle=\det B_{JJ}, \tag{4} $$

where $B_{JJ}$ is the block with rows and columns in $J$. The empty block has determinant 1.

The sum over all $J$ can be evaluated with the identity

$$ \det(1+M)=\sum_J\det M_{JJ}. \tag{5} $$

To see this, write column $j$ of $1+M$ as the unit vector $e_j$ plus column $j$ of $M$. The determinant is linear in each column, so it expands into a sum over the set $J$ of columns for which the part from $M$ is chosen. In the remaining columns the unit vectors remove their rows and columns, which leaves $\det M_{JJ}$. Therefore

$$ w_s=\mathrm{Tr}\,R_s=\det(1+B). \tag{6} $$

No Hermiticity or diagonalizability was used.

The Green function follows from the same trace formula. Let $E_{ji}$ have a single entry 1 in row $j$, column $i$. The operator $\exp(\epsilon c_j^\dagger c_i)$ has one-body matrix $e^{\epsilon E_{ji}}=1+\epsilon E_{ji}+O(\epsilon^2)$. Inserting it to the left of $R_s$, and using $d\ln\det X=\mathrm{tr}(X^{-1}dX)$, gives

$$ \langle c_j^\dagger c_i\rangle_s =\left.\frac{d}{d\epsilon}\ln\det(1+e^{\epsilon E_{ji}}B)\right|_0 =\mathrm{tr}[(1+B)^{-1}E_{ji}B] =[B(1+B)^{-1}]_{ij}. $$

The last step uses the cyclic property of the trace. Thus

$$ F=B(1+B)^{-1},\qquad G=1-F=(1+B)^{-1}. \tag{7} $$

### Inserting the charge phase

The operator $e^{i\theta N_A}$ is itself the exponential of a one-body operator. Its matrix is $z$ on modes of $A$ and 1 elsewhere, that is, $1+(z-1)P_A$. Equation (6) applied to the enlarged product gives

$$ \mathrm{Tr}(e^{i\theta N_A}R_s) =\det\{1+[1+(z-1)P_A]B\} =\det[1+B+(z-1)P_AB]. \tag{8} $$

Divide by $\det(1+B)$ and place the inverse matrix on the right:

$$ \chi_s(\theta)=\det\{[1+B+(z-1)P_AB](1+B)^{-1}\} =\det[1+(z-1)P_AF]. $$

Order the modes of $A$ first and the modes outside, denoted $\bar A$, second. The matrix is then

$$ \begin{pmatrix} 1+(z-1)F_A & (z-1)F_{A\bar A}\\ 0&1 \end{pmatrix}, $$

and its determinant is that of the upper left block. Since $F_A=1-G_A$, this is (1).

At $\theta=0$ the result is 1. For a single mode it is $1+(z-1)\langle n_i\rangle_s$. At $\theta=\pi$ it becomes $\det(2G_A-1)$, the average fermion parity of $A$. If $f_1,\ldots,f_m$ are the eigenvalues of $F_A$, repeated according to algebraic multiplicity, then

$$ \chi_s(\theta)=\prod_{a=1}^m[1+(e^{i\theta}-1)f_a]. \tag{9} $$

One dense diagonalization, with cost of order $m^3$, therefore serves all angles, and each further angle costs of order $m$ operations.

Traces over Fock space were compared with (1) for a product of three random non-Hermitian Gaussian operators on four modes, with two modes in $A$. The largest deviation at four angles was $3.6\times10^{-16}$.

### Counting statistics and disorder operators

The eigenvalues of $N_A$ are the integers $0,\ldots,m$. If $P(n)$ is the probability of finding $n$ particles in $A$, then $\chi(\theta)=\sum_nP(n)e^{i\theta n}$. The $m+1$ angles $\theta_k=2\pi k/(m+1)$ suffice to invert this relation:

$$ P(n)=\frac1{m+1}\sum_{k=0}^{m}e^{-i\theta_kn}\chi(\theta_k). \tag{10} $$

Indeed, the sum over $k$ of $e^{i\theta_k(n'-n)}$ is $m+1$ for $n'=n$. For any other pair of allowed integers it is a geometric sum over a complete set of roots of unity, and vanishes. No integral over $\theta$ is needed.

The same function is the charge disorder operator, $X_c(\theta)=\chi(\theta)$: it is the expectation value of the global phase rotation restricted to $A$. For rotations about the spin axis the operator is $e^{i\theta S^z_A}$ with $S^z_A=(N_{A\uparrow}-N_{A\downarrow})/2$. When the two spin blocks are independent in each configuration,

$$ X_{\rm spin}(\theta)= \frac{\sum_s w_s\det[1+(e^{i\theta/2}-1)F_{A\uparrow}] \det[1+(e^{-i\theta/2}-1)F_{A\downarrow}]} {\sum_sw_s}. \tag{11} $$

The half angles come from the factor $1/2$ in the spin.

### When a single configuration is not a probability

Applying (10) to $\chi_s$ defines numbers $P_s(n)$ that sum to 1. They need not be probabilities, because the diagonal elements of $R_s$ in the occupation basis need not be nonnegative. The average over fields is a probability distribution. With $Y=e^{-\Delta\tau V/2}e^{-\Delta\tau K/2}$ one has $T=Y^\dagger Y$, so $T^L$ is positive, and its diagonal elements in the occupation basis are nonnegative. This argument places the measurement at the edge of a symmetric slice.

A two-mode model shows the difference. For angles $\varphi=0^\circ,60^\circ,120^\circ$ let $v_\varphi=(\cos\varphi,\sin\varphi)^T$ and

$$ M_\varphi=\epsilon+(1-\epsilon)v_\varphi v_\varphi^T,\qquad \epsilon=0.01 . $$

Each $M_\varphi$ is positive, and so is its many-body operator $\Gamma_\varphi$. Take $B=M_0M_{60}M_{120}$ and let $A$ be the first mode. As $\epsilon\to0$, $B$ tends to $\frac14v_0v_{120}^T$. Its first diagonal element and its trace both equal $-1/8$, and its determinant vanishes. From (4) and (6),

$$ P_s(1)=\frac{B_{11}+\det B}{1+\mathrm{tr}B+\det B} \longrightarrow\frac{-1/8}{7/8}=-\frac17 . $$

At $\epsilon=0.01$ the weight is $0.886$ and $P_s(1)=-0.133$: the weight is positive, but the single-configuration value is negative.

Now sum over all 27 ordered choices of three factors. The density operator is $(\sum_\varphi\Gamma_\varphi)^3$, which is positive. The three projectors add to $3/2$ times the identity, so $\sum_\varphi M_\varphi=(3\epsilon+\frac32(1-\epsilon))1=1.515\times1$. The vacuum contributes $3^3=27$, and each one-particle state contributes $1.515^3=3.477$. The doubly occupied state contributes $(3\epsilon)^3=0.000027$, since $\det M_\varphi=\epsilon$. Hence $P(1)=3.477/(27+2\times3.477)=0.102$, in agreement with the average of the 27 determinants.

There are models in which each configuration does give a probability. For an open chain with nearest-neighbour hopping $-t$, $t>0$, and real diagonal fields, such as the Ising fields above, order the occupied sites of one spin from left to right. A hop moves a particle to an adjacent empty site and passes no other particle, so $-K$ has nonnegative off-diagonal elements in this basis. Adding a multiple of the identity makes all its elements nonnegative; the exponential then has nonnegative elements, and removing the shift multiplies it by a positive number. For real fields the diagonal field factors are positive as well; imaginary fields, as in a decoupling in the charge channel at $U>0$, give complex factors and are not covered. All $\det B_{JJ}$ are therefore nonnegative, the empty state contributes 1 to the weight, and $P_s(n)\ge0$. On a ring the closing hop can pass other particles and acquire a minus sign, so this argument no longer applies.

## II. The generating function from occupation correlations

### Symbols and results carried over

For one field configuration $s$, $R_s$ is a product of one-body exponentials with matrix $B$, $w_s=\mathrm{Tr}\,R_s$ is its weight, and $\langle O\rangle_s=\mathrm{Tr}(OR_s)/w_s$. The Green function is $G_{ij}=\langle c_ic_j^\dagger\rangle_s$, and $F=1-G$. The subsystem $A$ has $m$ modes and charge $N_A$, and $z=e^{i\theta}$. Two results are needed: the exchange relation $R_sc_j^\dagger=\sum_ic_i^\dagger B_{ij}R_s$, labelled (3), and the expansion $\det(1+M)=\sum_J\det M_{JJ}$ in principal minors, labelled (5). The determinant formula for the trace is not used in this derivation. The target is again (1), $\chi_s(\theta)=\det[1+(z-1)F_A]$. Physical averages are formed with the weights $w_s$, and $P(n)$ is the resulting probability of $n$ particles in $A$.

### A recursion from the cyclic trace

Assume that $w_s\ne0$ and that $1+B$ is invertible. Let $X$ be a product of an odd number $q$ of creation and annihilation operators. Cyclicity and (3) give

$$ \mathrm{Tr}(c_j^\dagger XR_s)=\mathrm{Tr}(XR_sc_j^\dagger) =\sum_iB_{ij}\mathrm{Tr}(Xc_i^\dagger R_s). $$

Because $X$ is odd, $Xc_i^\dagger=-c_i^\dagger X+\{X,c_i^\dagger\}$. Define the row vectors $v_j=\langle c_j^\dagger X\rangle_s$ and $u_i=\langle\{X,c_i^\dagger\}\rangle_s$. After division by $w_s$,

$$ v=-vB+uB,\qquad v(1+B)=uB,\qquad v=uB(1+B)^{-1}. \tag{12} $$

For $X=c_k$ the anticommutator is $\delta_{ik}$, and (12) gives $\langle c_j^\dagger c_k\rangle_s=[B(1+B)^{-1}]_{kj}$. By the definition of $F$ this average is $F_{kj}$, so $F=B(1+B)^{-1}$ and

$$ \langle c_j^\dagger X\rangle_s =\sum_i\langle\{X,c_i^\dagger\}\rangle_sF_{ij}. \tag{13} $$

The recursion removes one creation operator and one annihilation operator at a time. To keep track of the signs, write $X=O_1\cdots O_q$ and move $c_i^\dagger$ from the right end to the left end. Each exchange changes the sign and leaves a contraction, so

$$ \{X,c_i^\dagger\}=\sum_{p=1}^q(-1)^{q-p} O_1\cdots O_{p-1}\{O_p,c_i^\dagger\}O_{p+1}\cdots O_q . \tag{14} $$

The trace derivation has established (1), and the second derivation now has the recursion (13), with its signs given by (14). It remains to obtain the occupation correlations from this recursion, sum them to recover (1), apply the result to a four-site Hubbard chain, and compare what the two derivations assume.

Numerical values quoted here were computed with a short program.
